# Peak field, depletion width and mean-field tunnelling distance of a symmetric junction: verification in Python

```python
# Result under test: a symmetric abrupt p-n junction in the depletion approximation has
#   W = sqrt(4 eps V/(q N)),  F_max = sqrt(q N V/eps) = 2 V/W,
# and in its mean field V/W the bandgap tunnelling distance is d_av = E_g W/(q V).
# N: dopant density on each side; V: built-in potential plus reverse bias;
# eps: permittivity; E_g: bandgap; gap_volts = E_g/q; r = E_g/(q V).
# Internally SI units; the p side is x < 0 and the potential rises towards the n side.
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

q = const.e
eps_r = 11.7
eps = eps_r * const.epsilon_0


def width_formula(doping, drop):
    return np.sqrt(4 * eps * drop / (q * doping))


def peak_formula(doping, drop):
    return np.sqrt(q * doping * drop / eps)


def distance_formula(doping, drop, gap_volts):
    return 2 * gap_volts * np.sqrt(eps / (q * doping * drop))


def sum_charge(width, doping, cells=20000):
    """Field magnitude and potential obtained by summing the dopant charge."""
    x = np.linspace(-width / 2, width / 2, cells + 1)
    centres = 0.5 * (x[1:] + x[:-1])
    charge = np.where(centres < 0, -q * doping, q * doping)
    field = -np.concatenate(([0.0], np.cumsum(charge * np.diff(x) / eps)))
    return x, field, cumulative_trapezoid(field, x, initial=0.0)


def numerical_junction(doping, drop):
    """Find the width whose summed charge gives the required potential drop."""
    width = brentq(lambda w: sum_charge(w, doping)[2][-1] - drop,
                   1e-10, 1e-5, xtol=1e-18, rtol=1e-12)
    return (width,) + sum_charge(width, doping)


def numerical_paths(x, potential, gap_volts):
    """Shortest, longest and energy-averaged constant-energy path."""
    start = np.linspace(0, potential[-1] - gap_volts, 40001)
    length = (np.interp(start + gap_volts, potential, x)
              - np.interp(start, potential, x))
    mean = trapezoid(length, start) / (start[-1] - start[0])
    return length.min(), length.max(), mean


def path_formulas(width, r):
    shortest = width * (1 - np.sqrt(1 - r))
    c = 2 * np.sqrt(2) / 3
    if r <= 0.5:
        longest = width * np.sqrt(r / 2)
        mean = width * r * (1 - c * np.sqrt(r)) / (1 - r)
    else:
        longest = width * (1 - np.sqrt((1 - r) / 2))
        mean = width * (1 - c * np.sqrt(1 - r))
    return shortest, longest, mean


# Width and peak field against summed charge, for several junctions
for doping, drop in [(1e23, 0.8), (5e24, 2.0), (3e25, 1.3)]:
    w_num, x, field, potential = numerical_junction(doping, drop)
    assert abs(w_num / width_formula(doping, drop) - 1) < 1e-7
    assert abs(field.max() / peak_formula(doping, drop) - 1) < 1e-7
    # Interpolation near the zero-field edges limits the path accuracy.
    for r in (0.05, 0.3, 0.55, 0.9):
        found = numerical_paths(x, potential, r * drop)
        assert np.allclose(found, path_formulas(w_num, r), rtol=2e-3)
        d_uniform = r * drop / (potential[-1] / w_num)
        assert abs(d_uniform / distance_formula(doping, drop, r * drop) - 1) < 1e-7
        assert d_uniform / 2 < found[0] < d_uniform
        if r > 0.5:
            assert found[1] < d_uniform

# For a small gap the energy-averaged path approaches the mean-field distance
ratio_small = []
for r in (0.01, 0.001):
    ratio_small.append(numerical_paths(x, potential, r * drop)[2] / (r * w_num))
assert abs(ratio_small[1] - 1) < 0.04
assert abs(ratio_small[1] - 1) < 0.5 * abs(ratio_small[0] - 1)

# Worked example: rough silicon parameters
N = 5e24
bias = 1.0
T = 300.0
gap = 1.12
Nc, Nv = 2.8e25, 2.7e25
vt = const.k * T / q


def gap_at(temp):
    a, b = 4.73e-4, 636.0
    return gap - a * (temp**2 / (temp + b) - T**2 / (T + b))


def built_in(temp):
    states = Nc * Nv * (temp / T)**3
    return gap_at(temp) - const.k * temp / q * np.log(states / N**2)


Vbi = built_in(T)
V = Vbi + bias
W = width_formula(N, V)
Fmax = peak_formula(N, V)
Fav = V / W
d_av = distance_formula(N, V, gap)
r = gap / V
assert r < 1
d_min, d_max, d_mean = path_formulas(W, r)

# Nonlinear Poisson equation with mobile carriers, in thermal volts and Debye lengths
debye = np.sqrt(eps * vt / (q * N))
U = V / vt
s = np.linspace(-(W / 2 / debye + 12), W / 2 / debye + 12, 6001)
s[3000] = 0.0
h = s[1] - s[0]
half = W / 2 / debye
u = np.where(s < 0, 0.5 * np.clip(s + half, 0, None)**2,
             U - 0.5 * np.clip(half - s, 0, None)**2)
u[0], u[-1] = 0.0, U
converged = False
for _ in range(100):
    holes, electrons = np.exp(-u), np.exp(u - U)
    residual = ((u[:-2] - 2 * u[1:-1] + u[2:]) / h**2
                + (np.sign(s) + holes - electrons)[1:-1])
    bands = np.full((3, len(s) - 2), 1 / h**2)
    bands[1] = -2 / h**2 - (holes + electrons)[1:-1]
    step = solve_banded((1, 1), bands, -residual)
    u[1:-1] = np.clip(u[1:-1] + step, 0, U)
    if np.abs(step).max() < 1e-7:
        converged = True
        break
assert converged
F_mobile = (u[3001] - u[2999]) / (2 * h) * vt / debye
# The kink of the field at the junction gives an error of order one grid step.
assert abs(F_mobile / peak_formula(N, V - 2 * vt) - 1) < 2e-3
assert abs(F_mobile / peak_formula(N, V - 2 * vt) - 1) < 0.2 * abs(F_mobile / Fmax - 1)
density = np.exp(u - U)[3000:]
edge = np.interp([0.1, 0.9], density, s[3000:]) * debye
edge_width = edge[1] - edge[0]


# Fermi-Dirac statistics in the built-in potential
def fermi_half(eta):
    return 2 / np.sqrt(np.pi) * quad(
        lambda t: 2 * t * t * expit(eta - t * t), 0, 8)[0]


eta_n = brentq(lambda e: fermi_half(e) - N / Nc, -15, 5)
eta_p = brentq(lambda e: fermi_half(e) - N / Nv, -15, 5)
Vbi_fd = gap + vt * (eta_n + eta_p)

# Bandgap narrowing (rough logarithmic law), phonon energy, hot operation
log_n = np.log(N / 1e23)
narrowing = 0.009 * (log_n + np.sqrt(log_n**2 + 0.5))
d_narrow = distance_formula(N, V - narrowing, gap - narrowing)
phonon = 0.06
d_phonon_shift = d_av * phonon / gap
T_hot = 400.0
d_hot = distance_formula(N, built_in(T_hot) + bias, gap_at(T_hot))
dopants = N * (W / 2)**3

# Two-band barrier: uniform field having the same action as the central path
uniform_shape = quad(lambda y: np.sqrt(max(0, 1 - 4 * y * y)), -0.5, 0.5)[0]
assert abs(uniform_shape - np.pi / 4) < 1e-6


def barrier_shape(y):
    position = y * d_min
    local = Fmax * (position - np.sign(position) * position**2 / W)
    return np.sqrt(max(0.0, 1 - (2 * local / gap)**2))


real_shape = 2 * quad(barrier_shape, 0, 0.5)[0] * d_min
F_action = uniform_shape * gap / real_shape
assert Fav < F_action < Fmax
B = 1.9e9                      # rough silicon tunnelling field, V/m
exp_av, exp_action, exp_max = B / Fav, B / F_action, B / Fmax


# Rough local-field estimates, in cm and V/cm: ionisation and tunnelling generation
def field_cm(x_cm):
    return Fmax / 100 * (1 - 2 * abs(x_cm) / (W * 100))


half_cm = W * 100 / 2
ionisation = 2 * quad(lambda z: 7.03e5 * np.exp(-1.231e6 / max(field_cm(z), 1.0)),
                      0, half_cm)[0]
flux = 2 * half_cm * quad(
    lambda z: 4e14 * max(field_cm(z * half_cm), 1.0)**2.5
    * np.exp(-B / 100 / max(field_cm(z * half_cm), 1.0)), 0, 1)[0]
current = q * flux
tunnel_density = flux / 1e7    # carriers moving at a rough saturated 1e7 cm/s
assert ionisation < 1
assert tunnel_density < 1e-3 * N * 1e-6

# Anisotropic electron mass combined with a light hole, rough mass ratios
m_t, m_l, m_h = 0.19, 0.92, 0.16
mass_ratio = np.sqrt((1 / m_t + 1 / m_h) / (1 / m_l + 1 / m_h))

nm, MVcm = 1e9, 1e-8
print(f"Doping on each side: {N*1e-6:.2e} cm^-3")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Temperature: {T:.0f} K; thermal voltage: {vt*1e3:.2f} mV")
print(f"Bandgap: {gap:.2f} eV")
print(f"Band state densities Nc, Nv: {Nc*1e-6:.2e}, {Nv*1e-6:.2e} cm^-3")
print(f"Reverse bias: {bias:.2f} V")
print(f"Built-in potential: {Vbi:.4f} V")
print(f"Total drop V: {V:.4f} V")
print(f"Least reverse bias for tunnelling: {gap-Vbi:.4f} V")
print(f"Depletion width W: {W*nm:.2f} nm; each side: {W*nm/2:.2f} nm")
print(f"Maximum field: {Fmax*MVcm:.4f} MV/cm")
print(f"Mean field V/W: {Fav*MVcm:.4f} MV/cm")
print(f"Ratio r = E_g/(qV): {r:.4f}")
print(f"Mean-field tunnelling distance d_av: {d_av*nm:.2f} nm")
print(f"Distance using maximum field: {gap/Fmax*nm:.2f} nm")
print(f"Shortest path, triangular field: {d_min*nm:.2f} nm")
print(f"Longest path, triangular field: {d_max*nm:.2f} nm")
print(f"Energy-averaged path, triangular field: {d_mean*nm:.2f} nm")
print(f"Mean path / d_av at r=0.01, 0.001: {ratio_small[0]:.3f}, {ratio_small[1]:.3f}")
print(f"Debye length: {debye*nm:.2f} nm")
print(f"Maximum field with mobile carriers: {F_mobile*MVcm:.4f} MV/cm")
print(f"Maximum field from V-2kT/q: {peak_formula(N, V-2*vt)*MVcm:.4f} MV/cm")
print(f"Carrier edge, 10 to 90 percent: {edge_width*nm:.2f} nm")
print(f"Fermi-Dirac shift of built-in potential: {(Vbi_fd-Vbi)*1e3:.2f} mV")
print(f"Bandgap narrowing, rough: {narrowing*1e3:.0f} meV")
print(f"d_av with narrowing: {d_narrow*nm:.2f} nm")
print(f"Phonon energy, rough: {phonon*1e3:.0f} meV; shift of d_av: {d_phonon_shift*nm:.2f} nm")
print(f"Dopants in a cube of side W/2: {dopants:.1f}")
print(f"Relative fluctuation of that number: {100/np.sqrt(dopants):.0f} percent")
print(f"d_av at {T_hot:.0f} K: {d_hot*nm:.2f} nm")
print(f"Ionisation integral, local estimate: {ionisation:.2f}")
print(f"Tunnelling current density, rough: {current:.1e} A/cm^2")
print(f"Tunnelling carrier density, rough: {tunnel_density:.1e} cm^-3")
print(f"Uniform field of equal action: {F_action*MVcm:.4f} MV/cm")
print(f"Tunnelling field B, rough: {B*MVcm:.1f} MV/cm")
print(f"Exponent B/F, mean field: {exp_av:.1f}")
print(f"Exponent B/F, equal-action field: {exp_action:.1f}")
print(f"Exponent B/F, maximum field: {exp_max:.1f}")
print(f"Rate factor, mean over equal-action field: {np.exp(exp_action-exp_av):.1e}")
print(f"Exponent ratio, heavy to light valley direction: {mass_ratio:.2f}")
print("verified")
```

It prints:

```
Doping on each side: 5.00e+18 cm^-3
Relative permittivity: 11.7
Temperature: 300 K; thermal voltage: 25.85 mV
Bandgap: 1.12 eV
Band state densities Nc, Nv: 2.80e+19, 2.70e+19 cm^-3
Reverse bias: 1.00 V
Built-in potential: 1.0319 V
Total drop V: 2.0319 V
Least reverse bias for tunnelling: 0.0881 V
Depletion width W: 32.42 nm; each side: 16.21 nm
Maximum field: 1.2535 MV/cm
Mean field V/W: 0.6267 MV/cm
Ratio r = E_g/(qV): 0.5512
Mean-field tunnelling distance d_av: 17.87 nm
Distance using maximum field: 8.94 nm
Shortest path, triangular field: 10.70 nm
Longest path, triangular field: 17.06 nm
Energy-averaged path, triangular field: 11.94 nm
Mean path / d_av at r=0.01, 0.001: 0.915, 0.971
Debye length: 1.83 nm
Maximum field with mobile carriers: 1.2369 MV/cm
Maximum field from V-2kT/q: 1.2374 MV/cm
Carrier edge, 10 to 90 percent: 6.30 nm
Fermi-Dirac shift of built-in potential: 3.32 mV
Bandgap narrowing, rough: 71 meV
d_av with narrowing: 17.04 nm
Phonon energy, rough: 60 meV; shift of d_av: 0.96 nm
Dopants in a cube of side W/2: 21.3
Relative fluctuation of that number: 22 percent
d_av at 400 K: 17.81 nm
Ionisation integral, local estimate: 0.35
Tunnelling current density, rough: 4.9e-03 A/cm^2
Tunnelling carrier density, rough: 3.1e+09 cm^-3
Uniform field of equal action: 1.0810 MV/cm
Tunnelling field B, rough: 19.0 MV/cm
Exponent B/F, mean field: 30.3
Exponent B/F, equal-action field: 17.6
Exponent B/F, maximum field: 15.2
Rate factor, mean over equal-action field: 2.9e-06
Exponent ratio, heavy to light valley direction: 1.25
verified
```
